# Bond Lengths of H2 and D2 from the Adiabatic Correction

## Problem

In the Born–Oppenheimer picture the nuclei are clamped at a separation \(R\), and the electronic ground-state energy plus the nuclear repulsion gives a curve \(V(R)\). The nuclear mass does not enter this calculation, so H2 and D2 have the same curve and the same minimum \(R_0\). The first correction keeps a single electronic state but counts the kinetic energy that the nuclei have because the electronic wavefunction depends on their positions. This is the adiabatic correction \(U(R)\).

(a) Show that \(U=D/M\), where \(M\) is the mass of one nucleus and \(D(R)\) is the same function for both isotopes.

(b) Find the minimum of \(V+U\) to first order in \(1/M\), and from it the difference of the two equilibrium bond lengths.

(c) Decide which molecule is longer, and by how much.

Hartree atomic units are used: the electron mass, the elementary charge and \(\hbar\) are 1. A prime means \(d/dR\), and \(k=V''(R_0)>0\) is the force constant. The masses are those of the bare nuclei, \(M_p=1836.15\) and \(M_d=3670.48\). The electronic state is the singlet ground state, real, normalized and nondegenerate. The molecule has no total momentum and does not rotate.

"Equilibrium bond length" means the position \(R_e\) of the minimum of \(V+U\). It is not the average of \(R\) over the vibration, which is treated at the end.

The curves are computed for the real molecule by full configuration interaction of the two electrons in the cc-pVTZ basis. This is complete within the basis, but the error of the finite basis remains: the larger cc-pVQZ basis gives \(R_0=1.40191\), \(k=0.36977\) and \(D'(R_0)=-0.25984\), so the further digits below describe the cc-pVTZ model, not the exact molecule. The data needed are

\[
R_0=1.40335,\qquad k=0.37076,\qquad D'(R_0)=-0.25280 .
\]

## First estimate by scaling

In a molecule at rest, the nuclei must balance the total electron momentum \(\mathbf P=\mathbf p_1+\mathbf p_2\). If they share the recoil equally, each carries \(-\mathbf P/2\), and their kinetic energy is

\[
2\,\frac{(P/2)^2}{2M}=\frac{P^2}{4M}.
\]

For a rough estimate, drop the correlation between the two momenta, so that \(P^2\to p_1^2+p_2^2=2\hat T\), where \(\hat T\) is the electronic kinetic energy operator. Drop also any motion of the nuclei relative to each other. The recoil energy is then \(\hat T/(2M)\), and its one effect is to multiply the electronic kinetic energy by a number:

\[
\hat H_\kappa=\kappa\hat T+W,\qquad \kappa=1+\frac1{2M}.
\]

Here \(W\) contains all Coulomb terms, including the nuclear repulsion.

This change can be removed by a change of length unit. Put \(\mathbf r=\kappa\boldsymbol\rho\) for the electrons and \(R=\kappa X\) for the bond. Two derivatives in \(\hat T\) give a factor \(\kappa^{-2}\), so \(\kappa\hat T\) becomes \(\kappa^{-1}\hat T_\rho\). Each Coulomb term is an inverse distance, so \(W\) also gains a factor \(\kappa^{-1}\). The whole Hamiltonian is therefore \(\kappa^{-1}\) times the original one in the new variables, and

\[
V_\kappa(R)=\frac1\kappa\,V\!\left(\frac R\kappa\right).
\]

Its minimum lies at \(R/\kappa=R_0\), that is, at \(R=R_0+R_0/(2M)\). The estimate for the lengthening is

\[
\Delta R_{\rm est}=\frac{R_0}{2M}.
\]

For H2 this is \(1.40335/(2\times1836.15)=3.82\times10^{-4}\) bohr. The estimated difference between the isotopes is

\[
\frac{R_0}{2}\left(\frac1{M_p}-\frac1{M_d}\right)
=0.70168\times2.7217\times10^{-4}
=1.91\times10^{-4}\ \text{bohr},
\]

with H2 the longer molecule. Two parts of the nuclear motion were dropped without proof that they are small, so both the sign and the size must be checked.

## Solution to first order in \(1/M\)

### The correction and its mass dependence

Call the nuclei \(A\) and \(B\). Their kinetic energy operator is

\[
T_N=-\frac1{2M}\left(\nabla_A^2+\nabla_B^2\right).
\]

Write the molecular wavefunction as a product \(\Psi\chi\). The electronic factor \(\Psi\) depends on the electron positions and, through the clamped-nuclei problem, on the nuclear positions. The nuclear factor \(\chi\) depends on the nuclear separation alone. For either nucleus \(N\), the product rule gives

\[
\nabla_N^2(\Psi\chi)=\Psi\,\nabla_N^2\chi+2\,\nabla_N\Psi\cdot\nabla_N\chi+\chi\,\nabla_N^2\Psi .
\]

Multiply by \(\Psi\) and integrate over the electrons, written \(\langle\;|\;\rangle\). Two facts about the integrals follow from the normalization \(\langle\Psi|\Psi\rangle=1\). Since \(\Psi\) is real, one derivative gives

\[
2\langle\Psi|\nabla_N\Psi\rangle=0,
\]

which removes the middle term. A second derivative gives

\[
\langle\nabla_N\Psi|\nabla_N\Psi\rangle+\langle\Psi|\nabla_N^2\Psi\rangle=0,
\]

which rewrites the last term. The minus sign in \(T_N\) meets the minus sign from this relation, and the correction is positive:

\[
U=\frac1{2M}\sum_{N=A,B}\langle\nabla_N\Psi|\nabla_N\Psi\rangle=\frac DM,
\qquad
D=\frac12\sum_{N=A,B}\langle\nabla_N\Psi|\nabla_N\Psi\rangle .
\]

The state \(\Psi\) comes from a Hamiltonian with clamped nuclei, in which \(M\) does not occur. Hence \(D(R)\) is common to H2 and D2, which answers (a). The nuclear factor \(\chi\) now moves in the potential \(V+D/M\).

### The shifted minimum

Set \(R=R_0+x\). The condition for a minimum of \(V+D/M\) is

\[
V'(R_0+x)+\frac1M D'(R_0+x)=0 .
\]

Expand both functions about \(R_0\), where \(V'(R_0)=0\). With all derivatives taken at \(R_0\),

\[
kx+\tfrac12V'''x^2+\frac1M\left(D'+D''x\right)+\dots=0 .
\]

The displacement vanishes when \(1/M\to0\), so write \(x=x_1+x_2+\dots\), with \(x_1\) proportional to \(1/M\) and \(x_2\) to \(1/M^2\). The terms of first order are \(kx_1+D'/M=0\), and therefore

\[
x_1=-\frac{D'(R_0)}{kM}=-\frac{U'(R_0)}{k}.
\]

The correction acts as a small constant force \(-U'\) on a spring of stiffness \(k\). If \(U\) falls with increasing \(R\), the force stretches the bond. The value of \(U\) at \(R_0\) plays no part, because adding a constant to a curve does not move its minimum.

Subtracting the results for the two isotopes removes \(R_0\):

\[
R_e(\mathrm{H_2})-R_e(\mathrm{D_2})
=-\frac{D'(R_0)}{k}\left(\frac1{M_p}-\frac1{M_d}\right).
\]

The bracket is positive. To this order the lengths differ if and only if \(D'(R_0)\neq0\), and H2 is longer if \(D'(R_0)<0\). This answers (b).

### Numbers

The computed slope is negative, so H2 is longer. The common factor is

\[
-\frac{D'(R_0)}{k}=\frac{0.25280}{0.37076}=0.6818 .
\]

Dividing by the masses gives the two shifts from \(R_0\):

\[
x_1(\mathrm{H_2})=\frac{0.6818}{1836.15}=3.713\times10^{-4}\ \text{bohr},
\]
\[
x_1(\mathrm{D_2})=\frac{0.6818}{3670.48}=1.858\times10^{-4}\ \text{bohr}.
\]

Their difference is \(1.86\times10^{-4}\) bohr, or 9.8 fm. It is about 0.013 % of the bond length. This answers (c) at the stated level of theory. In the cc-pVQZ basis the difference is \(1.91\times10^{-4}\) bohr, or 10.1 fm, about 3 % larger, with the same sign.

### How good is first order?

The terms of order \(1/M^2\) in the expanded condition are \(kx_2+\tfrac12V'''x_1^2+D''x_1/M=0\), so

\[
x_2=-\frac1k\left(\tfrac12V'''x_1^2+\frac{D''x_1}{M}\right).
\]

With the finite-difference value \(V'''=-1.286\), which is good to about 1 % within this basis (cc-pVQZ gives \(-1.27\)), the first part for H2 is

\[
\frac{0.643\times(3.713\times10^{-4})^2}{0.37076}=2.4\times10^{-7}\ \text{bohr}.
\]

The computed sum of both parts is \(3.8\times10^{-8}\) bohr. The second part must then be about \(-2.0\times10^{-7}\) bohr, and the two nearly cancel. Because of the cancellation the sum is sensitive to the basis; cc-pVQZ gives \(2.4\times10^{-8}\) bohr. Even without this cancellation, each part is less than 0.1 % of \(x_1\).

Direct minimization of \(V+D/M\), without any expansion in \(x\), gives \(3.7136\times10^{-4}\) bohr for H2, against \(3.7134\times10^{-4}\) from the formula. For D2 both routes give \(1.8576\times10^{-4}\) bohr. The last digit of these comparisons does not measure \(x_2\): the formula uses \(k\) and \(D'\) from finite differences, while the direct minimization uses smooth curves fitted to separately computed points, and the two sets of derivatives differ slightly. With derivatives taken from the fitted curves, the first-order shift for H2 is \(3.7132\times10^{-4}\) bohr, about \(4\times10^{-8}\) bohr below the direct value, as \(x_2\) requires.

A fictitious nucleus of mass \(M_p/10\) makes the remainder easier to see. With all quantities taken from the same fitted curves, the direct shift is then \(3.71699\times10^{-3}\) bohr and the first-order shift is \(3.71318\times10^{-3}\) bohr. They differ by \(3.81\times10^{-6}\) bohr, while the formula for \(x_2\) gives \(3.85\times10^{-6}\) bohr.

These comparisons concern the minimum of \(V+D/M\). They say nothing about effects absent from that curve. The expansion itself needs \(|V'''x_1|\ll2k\) and \(|D''|/M\ll k\), so it fails for a very flat minimum.

## Comparison of the two results

The scaling estimate for H2, \(3.82\times10^{-4}\) bohr, is 2.9 % above the first-order result in cc-pVTZ and 0.25 % below the cc-pVQZ result of \(3.83\times10^{-4}\) bohr. To see whether it deserves this success, \(D\) must be split into the part that was kept and the parts that were dropped.

### Splitting the nuclear motion

Use the midpoint \(\mathbf c=(\mathbf R_A+\mathbf R_B)/2\) and the relative vector \(\mathbf R=\mathbf R_A-\mathbf R_B\). The chain rule gives

\[
\nabla_A=\tfrac12\nabla_c+\nabla_R,\qquad
\nabla_B=\tfrac12\nabla_c-\nabla_R .
\]

In the sum of the two squared norms the cross terms cancel:

\[
\sum_N\langle\nabla_N\Psi|\nabla_N\Psi\rangle
=\tfrac12\langle\nabla_c\Psi|\nabla_c\Psi\rangle
+2\langle\nabla_R\Psi|\nabla_R\Psi\rangle .
\]

Moving the nuclei and the electrons together leaves \(\Psi\) unchanged, so \(\nabla_c\Psi=-(\nabla_1+\nabla_2)\Psi\). The squared norm of this vector is \(\langle P^2\rangle\). Since \(D\) is half of the sum,

\[
D=\tfrac14\langle P^2\rangle+\langle\nabla_R\Psi|\nabla_R\Psi\rangle .
\]

Finally \(P^2=p_1^2+p_2^2+2\,\mathbf p_1\cdot\mathbf p_2\), and \(\langle p_1^2+p_2^2\rangle=2T\) with \(T=\langle\hat T\rangle\). Hence

\[
D=\tfrac12T+\tfrac12\langle\mathbf p_1\cdot\mathbf p_2\rangle+D_{\rm stretch}+D_{\rm turn}.
\]

The last two terms are the parts of \(\langle\nabla_R\Psi|\nabla_R\Psi\rangle\) along the bond and across it. The estimate kept \(T/2\) and dropped the rest.

The computed parts at \(R_0\), in atomic units, are:

| Part | Value | Slope |
|---|---:|---:|
| \(T/2\) | 0.585 | −0.2551 |
| \(\langle\mathbf p_1\cdot\mathbf p_2\rangle/2\) | 0.051 | −0.0195 |
| stretching | 0.210 | −0.0417 |
| turning | 0.112 | +0.0635 |
| total \(D\) | 0.958 | −0.2528 |

Displacing one nucleus at a time in the laboratory frame, without this splitting, gives the same total value and slope to the digits shown.

The three dropped slopes are not negligible one by one: the turning term reaches a quarter of the kinetic slope. They nearly cancel, however, and add up to only \(+0.0023\). The single slopes change by up to 0.003 in cc-pVQZ, where the sum is \(-0.0019\), so the sum is small but its sign is not settled. The estimate is close because of this cancellation at \(R_0\), which the scaling argument did not foresee. For the value of \(D\) there is no such help, since all parts are positive and \(T/2\) supplies only 61 % of the total.

The turning term has a simple form. When the bond turns by a small angle \(\theta\), its relative vector changes by \(R\theta\) and \(\Psi\) turns rigidly with it. Each transverse derivative is therefore \(1/R\) times an angular derivative, and

\[
D_{\rm turn}=\frac{\langle L_x^2+L_y^2\rangle}{R^2},
\]

where \(\mathbf L\) is the electronic angular momentum about the midpoint and \(z\) is the bond axis. This form does not fix the sign of the slope by itself; the computed positive slope means that \(\langle L_x^2+L_y^2\rangle\) grows faster than \(R^2\) near \(R_0\).

### The kinetic slope

The scaling law also predicts the slope of \(T/2\). Differentiate \(V_\kappa(R)=\kappa^{-1}V(R/\kappa)\) with respect to \(\kappa\) at \(\kappa=1\). The prefactor gives \(-V\) and the argument gives \(-RV'\). By first-order perturbation theory the same derivative is the expectation value of \(\hat T\), the operator that \(\kappa\) multiplies. This is the virial theorem for clamped nuclei:

\[
T=-V-RV' .
\]

One more derivative gives \(T'=-2V'-RV''\), and at the minimum \(T'(R_0)=-kR_0\). The kinetic part alone then shifts the bond by

\[
-\frac{T'(R_0)}{2kM}=\frac{R_0}{2M},
\]

which is the scaling estimate again. The force constant has cancelled: a stiffer bond resists more, but its electronic kinetic energy also falls more steeply with \(R\).

Numerically \(-kR_0/2=-0.2602\), while the slope of \(T/2\) computed directly is \(-0.2551\). An exact electronic state would give equal values. The 2 % mismatch comes from the finite basis: in cc-pVQZ the two numbers are \(-0.2592\) and \(-0.2579\), 0.5 % apart. In cc-pVTZ the mismatch is larger than the net contribution of the dropped terms, so the 2.9 % gap between estimate and result is mostly basis error and not a measure of the physics left out. For the isotope difference, two digits are reasonable: \(1.9\times10^{-4}\) bohr, or about 10 fm.

### The limit of separated atoms

At large \(R\), moving one nucleus carries one atomic wavefunction with it, so \(\langle\nabla_N\Psi|\nabla_N\Psi\rangle\) becomes \(\langle p^2\rangle\) of a hydrogen atom. The kinetic energy of that atom is \(\tfrac12\), hence \(\langle p^2\rangle=1\) and

\[
D\to\tfrac12(1+1)=1 .
\]

The computed value at \(R=12\) bohr is 0.9996. The scaling estimate keeps only \(T/2=\tfrac12\) here. It misses half of the correction, because each nucleus recoils against its own electron and the recoil is not shared.

This limit also shows that \(D'\) does not have one sign at all separations. At \(R_0\) the function \(D\) equals 0.958 and is falling, yet at 12 bohr it is larger than at \(R_0\). It must therefore pass through a minimum in between and rise afterwards. The minimum of \(D\) lies near 2.3 bohr, beyond the inflection point of \(V\) near 2.15 bohr, so on this curve \(D\) rises only where \(V''\) has already turned negative. The heavier isotope has the shorter bond here because \(R_0\) lies where \(D\) falls. For another molecule or state the sign of \(D'\) at its own minimum decides the order and must be computed.

## What the result does not describe

The average bond length in the vibrational ground state has a different and larger isotope effect. With \(x=R-R_0\), the mean force in a stationary state vanishes, \(\langle V'\rangle=0\). To leading order in the anharmonicity this reads

\[
k\langle x\rangle+\tfrac12V'''\langle x^2\rangle=0 .
\]

The reduced mass is \(\mu=M/2\), and the harmonic ground state has \(\langle x^2\rangle=1/(2\sqrt{k\mu})\). Therefore

\[
\langle R\rangle-R_0=-\frac{V'''}{4k\sqrt{k\mu}} .
\]

For H2, \(\sqrt{k\mu}=\sqrt{0.37076\times918.08}=18.45\), and the formula gives \(1.286/(4\times0.37076\times18.45)=0.0470\) bohr. A numerical solution of the vibrational problem on \(V\) gives 0.0474 bohr. For D2 the two values are 0.0332 and 0.0334 bohr. The formula values inherit the error of the finite-difference \(V'''\), so only their first two digits, 0.047 and 0.033 bohr, are significant.

The numerical averages differ between the isotopes by 0.0140 bohr, 76 times the difference of the minima. This effect falls as \(M^{-1/2}\), whereas the shift of the minimum falls as \(M^{-1}\). It arises even when both isotopes have the same curve \(V\), because the lighter molecule spreads further into an asymmetric well. A measured average length must therefore be corrected for vibration before it can reveal the shift computed here, and the leading formula is not enough for this: with \(V'''=-1.279\) from a fitted curve, the part of \(\langle R\rangle-R_0\) beyond the formula scales as \(1/M\) and differs between the isotopes by \(3.4\times10^{-4}\) bohr, more than the shift itself. A length taken from rotational constants also contains a nonadiabatic term of order \(1/M\), the electronic contribution to the moment of inertia, which adds about \(2\times10^{-5}\) bohr to the apparent isotope difference.

The use of a single electronic state also has a condition. Differentiate \(\hat H\Psi=V\Psi\) with respect to a nuclear position and project on another electronic state \(\Psi_n\) with energy \(V_n\):

\[
\langle\Psi_n|\nabla_N\Psi\rangle
=-\frac{\langle\Psi_n|(\nabla_N\hat H)|\Psi\rangle}{V_n-V}.
\]

If another state that is coupled in this way comes close in energy, the derivative of \(\Psi\) becomes large. Then \(D\) is large too, and the two states must be treated together. For the ground state of H2 near \(R_0\) the computed \(U\) is only \(5.2\times10^{-4}\) hartree. The coupling to other electronic states by the nuclear motion, as well as relativistic and radiative effects, is left out of all the values given. The numerical output below lists the main results, several of them with further digits.

## Numbers as computed

```
Level: two-electron full CI, basis cc-pvtz
proton mass M_p                        1836.1527 m_e
deuteron mass M_d                      3670.4830 m_e
minimum R0 of V                        1.40335 bohr
V(R0)                                  -1.172337 hartree
force constant k                       0.37076 hartree/bohr^2
third derivative V'''(R0)              -1.286 hartree/bohr^3
D and its parts at R0 (a.u.), then slopes (a.u.):
  kinetic T/2             0.58485   -0.25505
  <p1.p2>/2               0.05076   -0.01952
  stretching              0.21035   -0.04173
  turning (both)          0.11244    0.06350
  total, midpoint form    0.95840   -0.25280
  total, lab frame        0.95838   -0.25279
D at R = 12 bohr                       0.99955 a.u.
virial estimate -k R0/2 of T/2 slope   -0.26016 a.u.
U(R0) for H2                           5.2196e-04 hartree
U(R0) for D2                           2.6111e-04 hartree
U'(R0) for H2                          -1.3768e-04 hartree/bohr
U'(R0) for D2                          -6.8874e-05 hartree/bohr
shift H2, first order                  3.7134e-04 bohr
shift H2, direct minimization          3.7136e-04 bohr
shift D2, first order                  1.8576e-04 bohr
shift D2, direct minimization          1.8576e-04 bohr
second-order term for H2               3.8e-08 bohr
rough estimate R0/(2 M_p) for H2       3.8215e-04 bohr
R_e(H2) - R_e(D2), first order         1.8558e-04 bohr
R_e(H2) - R_e(D2), direct              1.8560e-04 bohr
R_e(H2) - R_e(D2), first order         9.82 fm
light nucleus M_p/10: direct shift     3.71699e-03 bohr
light nucleus M_p/10: first order      3.71318e-03 bohr
light nucleus M_p/10: second order     3.85e-06 bohr
<R> - R0, H2: grid, cubic formula      0.0474, 0.0470 bohr
<R> - R0, D2: grid, cubic formula      0.0334, 0.0332 bohr
<R>(H2) - <R>(D2) on V alone           0.0140 bohr
ratio of this to the R_e difference    76
```
